# The Optimal Solar-Cell Voltage: Carnot, Solid-Angle and Current Losses: verification in Python

```python
"""Optimal voltage of a radiative solar cell.

Result under test (Boltzmann approximation, v = qV/kTc at maximum power):
  qV = Eg(1 - Tc/Ts) - kTc ln(We/Wa) + kTc ln(R/(1+v)),
  R = Ts g(kTs/Eg) / (Tc g(kTc/Eg)),  g(a) = 1 + 2a + 2a^2.
Eg: gap; Tc, Ts: cell and sun temperatures; We, Wa: projected solid
angles of emission and absorption. The short formula keeps only the
first two terms. Energies are in eV, so qV in eV equals V in volts.
"""
import math
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

Q = const.e
KB = const.k / Q
MODE = 2 * Q**3 / (const.h**3 * const.c**2)  # photons/(m2 s sr eV^3)

GAP, T_CELL, T_SUN = 1.40, 300.0, 5800.0
HALF_ANGLE = math.radians(0.267)
W_EMIT = math.pi
W_ABS = math.pi * math.sin(HALF_ANGLE)**2
KT = KB * T_CELL
KTS = KB * T_SUN


def integral(power, low, high, kt, mu=0.0, bose=1.0):
    """Integral of E^power times occupation; bose=0 is Boltzmann."""
    def integrand(e):
        return e**power / (math.exp((e - mu) / kt) - bose)
    return quad(integrand, low, high, epsabs=0, epsrel=1e-10, limit=200)[0]


def flux(gap, kt, angle, mu=0.0, bose=1.0):
    return MODE * angle * integral(2, gap, gap + 50 * kt, kt, mu, bose)


def maximise(function, low, high):
    found = minimize_scalar(lambda x: -function(x), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x


def planck_optimum(gap, w_abs=W_ABS):
    sun = flux(gap, KTS, w_abs)
    return maximise(lambda u: u * (1 - flux(gap, KT, W_EMIT, u) / sun),
                    0.1 * gap, gap - 1e-3)


def boltzmann_numeric(gap):
    sun = flux(gap, KTS, W_ABS, bose=0.0)
    dark = flux(gap, KT, W_EMIT, bose=0.0)
    return maximise(lambda u: u * (1 - dark / sun * math.exp(u / KT)),
                    0.1 * gap, gap)


def short_formula(gap, t_cell=T_CELL, w_abs=W_ABS):
    return (gap * (1 - t_cell / T_SUN)
            - KB * t_cell * math.log(W_EMIT / w_abs))


def band_ratio(gap, t_cell=T_CELL):
    def g(a):
        return 1 + 2 * a + 2 * a * a
    return (T_SUN * g(KTS / gap)) / (t_cell * g(KB * t_cell / gap))


def closed_optimum(gap, t_cell=T_CELL, w_abs=W_ABS, gain=1.0):
    """gain multiplies (absorbed flux)/(recombination at zero bias)."""
    kt = KB * t_cell
    ratio = gain * band_ratio(gap, t_cell) * math.exp(
        short_formula(gap, t_cell, w_abs) / kt)
    return kt * (lambertw(math.e * ratio).real - 1)


# Projected solid angle from its definition
angle_sum = quad(lambda t: 2 * math.pi * math.sin(t) * math.cos(t),
                 0, HALF_ANGLE)[0]
assert abs(angle_sum / W_ABS - 1) < 1e-9

# Emission law from Fermi occupations of two levels
e_c, e_v, fermi_c, fermi_v = 0.9, -0.5, 0.62, -0.43
f_c = 1 / (math.exp((e_c - fermi_c) / KT) + 1)
f_v = 1 / (math.exp((e_v - fermi_v) / KT) + 1)
from_rates = f_c * (1 - f_v) / (f_v - f_c)
from_law = 1 / math.expm1((e_c - e_v - fermi_c + fermi_v) / KT)
assert abs(from_rates / from_law - 1) < 1e-9

# Closed Boltzmann optimum against direct power maximisation
for test_gap in (0.7, 1.0, 1.4, 2.0, 3.0):
    assert abs(boltzmann_numeric(test_gap) - closed_optimum(test_gap)) < 1e-6

v_short = short_formula(GAP)
v_closed = closed_optimum(GAP)
v_planck = planck_optimum(GAP)
v_open = v_short + KT * math.log(band_ratio(GAP))
carnot_loss = GAP * T_CELL / T_SUN
angle_loss = KT * math.log(W_EMIT / W_ABS)
band_gain = KT * math.log(band_ratio(GAP))
current_loss = KT * math.log(1 + v_closed / KT)
assert abs(GAP - carnot_loss - angle_loss + band_gain - current_loss
           - boltzmann_numeric(GAP)) < 1e-6
sun_b = flux(GAP, KTS, W_ABS, bose=0.0)
dark_b = flux(GAP, KT, W_EMIT, bose=0.0)
v_open_numeric = brentq(lambda u: sun_b - dark_b * math.exp(u / KT), 0.5, 1.4)
assert abs(v_open_numeric - v_open) < 1e-7
assert abs(v_planck - v_closed) < 0.1 * KT

# The single gap at which the short formula is exact
gap_exact = brentq(lambda e: band_ratio(e) - 1 - short_formula(e) / KT, 0.7, 3)
assert abs(boltzmann_numeric(gap_exact) - short_formula(gap_exact)) < 1e-6
deviation = {e: planck_optimum(e) - short_formula(e)
             for e in (0.7, 0.9, 1.0, 1.2, 1.4, 1.7, 2.0, 3.0)}
assert all(abs(deviation[e]) < KT for e in (0.9, 1.0, 1.2, 1.4, 1.7, 2.0))
assert deviation[0.7] > KT and deviation[3.0] < -KT

# Narrow-band absorber: optimum lies kT ln(1+v) below the short formula
narrow = maximise(lambda u: u * (1 - W_EMIT / W_ABS * math.exp(
    (u - GAP) / KT + GAP / KTS)), 0.1, GAP)
assert abs(narrow + KT * math.log(1 + narrow / KT) - v_short) < 1e-6


# Entropy bookkeeping of a narrow band with full Bose entropies (units of k)
def bose_entropy(f):
    return (1 + f) * math.log1p(f) - f * math.log(f)


def entropy_made(energy, voltage):
    """Generated entropy per absorbed photon: direct, and dilute formula."""
    f_s = 1 / math.expm1(energy / KTS)
    f_e = 1 / math.expm1((energy - voltage) / KT)
    n_a, n_e = W_ABS * f_s, W_EMIT * f_e
    direct = (W_EMIT * bose_entropy(f_e) - W_ABS * bose_entropy(f_s)
              + (energy - voltage) * (n_a - n_e) / KT) / n_a
    r = n_a / n_e
    dilute = math.log(W_EMIT / W_ABS) + math.log(r) - 1 + 1 / r
    return direct, dilute, f_s


for energy in (1.4, 2.0, 3.0):
    for drop in (0.0, 1.0, 3.6):
        direct, dilute, f_s = entropy_made(energy,
                                           short_formula(energy) - drop * KT)
        assert abs(direct - dilute) < f_s
f_sun = 1 / math.expm1(GAP / KTS)
step = 1e-5 * f_sun
slope = (bose_entropy(f_sun + step) - bose_entropy(f_sun - step)) / (2 * step)
assert abs(slope - GAP / KTS) < 1e-6
entropy_open = entropy_made(GAP, v_short)
entropy_best = entropy_made(GAP, narrow)

# Power budget with the full Planck spectrum, W/m2
top = GAP + 50 * KTS
scale = MODE * W_ABS * Q
below = scale * integral(3, 0, GAP, KTS)
above = scale * integral(3, GAP, top, KTS)
incident = const.sigma * T_SUN**4 * W_ABS / math.pi
sun = flux(GAP, KTS, W_ABS)
emitted = flux(GAP, KT, W_EMIT, v_planck)
net = sun - emitted
budget = {
    "below-gap light": below,
    "thermalisation": above - Q * GAP * sun,
    "emission": Q * GAP * emitted,
    "Carnot": Q * carnot_loss * net,
    "angle": Q * angle_loss * net,
    "remainder": Q * (v_short - v_planck) * net,
    "electrical output": Q * v_planck * net,
}
assert abs(sum(budget.values()) / incident - 1) < 1e-6
assert abs(emitted / sun * (1 + v_planck / KT) - 1) < 0.01
mean_excess = (integral(3, GAP, GAP + 50 * KT, KT, v_planck)
               / integral(2, GAP, GAP + 50 * KT, KT, v_planck) - GAP)

# Concentration
v_100 = planck_optimum(GAP, 100 * W_ABS)
assert abs(v_100 - v_planck - KT * math.log(100)) < 0.15 * KT
v_full = planck_optimum(GAP, W_EMIT)
v_full_closed = closed_optimum(GAP, w_abs=W_EMIT)

# Sizes of neglected effects, as shifts of the optimum
ETA, INDEX, TAIL, T_WARM, DRIFT, AIR, R_SERIES = (
    0.01, 3.5, 0.010, 330.0, -0.4e-3, 0.75, 0.5)


def tail_gain(kt):
    """Flux with an exponential absorption tail relative to a sharp step."""
    extra = quad(lambda e: e * e * math.exp((e - GAP) / TAIL - (e - GAP) / kt),
                 GAP - 0.4, GAP, epsabs=0, epsrel=1e-9)[0]
    main = quad(lambda e: e * e * math.exp(-(e - GAP) / kt),
                GAP, GAP + 50 * kt, epsabs=0, epsrel=1e-9)[0]
    return 1 + extra / main


def current_density(u):  # A/cm2
    return 1e-4 * Q * (sun_b - dark_b * math.exp(u / KT))


junction = maximise(lambda u: current_density(u)
                    * (u - R_SERIES * current_density(u)), 0.1, v_open)
v_terminal = junction - R_SERIES * current_density(junction)
warm = closed_optimum(GAP, T_WARM)
warm_drift = closed_optimum(GAP + DRIFT * (T_WARM - T_CELL), T_WARM)
effects = [
    ("Bose terms", v_planck - v_closed),
    (f"radiative efficiency {ETA:.0%}", closed_optimum(GAP, gain=ETA) - v_closed),
    (f"emission into substrate, index {INDEX}",
     closed_optimum(GAP, gain=1 / (1 + INDEX**2)) - v_closed),
    (f"absorption tail of {1e3 * TAIL:.0f} meV",
     closed_optimum(GAP, gain=tail_gain(KTS) / tail_gain(KT)) - v_closed),
    (f"cell at {T_WARM:.0f} K, fixed gap", warm - v_closed),
    (f"gap drift {1e3 * DRIFT:.1f} meV/K at {T_WARM:.0f} K", warm_drift - warm),
    (f"atmosphere passing {AIR:.0%} of photons",
     closed_optimum(GAP, gain=AIR) - v_closed),
    (f"series resistance {R_SERIES} ohm cm2 (terminal)", v_terminal - v_closed),
]
ambient = flux(GAP, KT, W_EMIT - W_ABS) / sun
assert ambient < 1e-10

print(f"Gap {GAP:.2f} eV; cell {T_CELL:.0f} K; sun {T_SUN:.0f} K")
print(f"Solar half-angle {math.degrees(HALF_ANGLE):.3f} degrees")
print(f"kTc = {KT:.5f} eV; kTs = {KTS:.4f} eV")
print(f"Projected angles: sun {W_ABS:.3e} sr, emission {W_EMIT:.4f} sr")
print(f"Angle ratio {W_EMIT / W_ABS:.0f}; its log {angle_loss / KT:.3f}")
print(f"Carnot factor {1 - T_CELL / T_SUN:.5f}")
print(f"Carnot loss {carnot_loss:.4f} V; angle loss {angle_loss:.4f} V")
print(f"Short formula {v_short:.4f} V")
print(f"R = {band_ratio(GAP):.2f}; 1+v = {1 + v_closed / KT:.2f}")
print(f"Band gain {band_gain:.4f} V; current loss {current_loss:.4f} V")
print(f"Open-circuit voltage, Boltzmann {v_open:.4f} V")
print(f"Optimal voltage, Boltzmann {v_closed:.4f} V")
print(f"Optimal voltage, full Planck {v_planck:.4f} V")
print(f"Narrow-band optimal voltage {narrow:.4f} V")
print(f"Gap where short formula is exact {gap_exact:.3f} eV")
for e, shift in deviation.items():
    print(f"Gap {e:.1f} eV: Planck optimum minus short {1e3 * shift:+.1f} mV")
print(f"Solar occupation at gap {f_sun:.4f}")
print("Narrow-band entropy made per absorbed photon (k), Bose / dilute:")
print(f"  at short-formula voltage {entropy_open[0]:.3f} / {entropy_open[1]:.3f}")
print(f"  at narrow-band optimum {entropy_best[0]:.3f} / {entropy_best[1]:.3f}")
print(f"Incident power {0.1 * incident:.2f} mW/cm2")
print(f"Absorbed photon current {0.1 * Q * sun:.2f} mA/cm2")
print(f"Net current at optimum {0.1 * Q * net:.2f} mA/cm2")
print(f"Emitted fraction of absorbed photons {100 * emitted / sun:.2f} %")
print(f"Mean emitted energy above gap {1e3 * mean_excess:.1f} meV")
for name, value in budget.items():
    print(f"Budget, {name}: {100 * value / incident:.2f} %")
print(f"Concentration 100: optimum {v_100:.4f} V, gain "
      f"{1e3 * (v_100 - v_planck):.1f} mV; kTc ln 100 = "
      f"{1e3 * KT * math.log(100):.1f} mV")
print(f"Full concentration: Planck {v_full:.4f} V, "
      f"Boltzmann {v_full_closed:.4f} V")
for name, shift in effects:
    print(f"Neglected, {name}: {1e3 * shift:+.1f} mV")
print(f"Neglected, ambient light / absorbed sunlight: {ambient:.1e}")
print("all assertions hold")
```

It prints:

```
Gap 1.40 eV; cell 300 K; sun 5800 K
Solar half-angle 0.267 degrees
kTc = 0.02585 eV; kTs = 0.4998 eV
Projected angles: sun 6.822e-05 sr, emission 3.1416 sr
Angle ratio 46050; its log 10.737
Carnot factor 0.94828
Carnot loss 0.0724 V; angle loss 0.2776 V
Short formula 1.0500 V
R = 36.69; 1+v = 41.49
Band gain 0.0931 V; current loss 0.0963 V
Open-circuit voltage, Boltzmann 1.1431 V
Optimal voltage, Boltzmann 1.0468 V
Optimal voltage, full Planck 1.0474 V
Narrow-band optimal voltage 0.9560 V
Gap where short formula is exact 1.307 eV
Gap 0.7 eV: Planck optimum minus short +35.0 mV
Gap 0.9 eV: Planck optimum minus short +20.2 mV
Gap 1.0 eV: Planck optimum minus short +14.4 mV
Gap 1.2 eV: Planck optimum minus short +4.9 mV
Gap 1.4 eV: Planck optimum minus short -2.6 mV
Gap 1.7 eV: Planck optimum minus short -11.5 mV
Gap 2.0 eV: Planck optimum minus short -18.4 mV
Gap 3.0 eV: Planck optimum minus short -34.1 mV
Solar occupation at gap 0.0647
Narrow-band entropy made per absorbed photon (k), Bose / dilute:
  at short-formula voltage 10.708 / 10.739
  at narrow-band optimum 13.430 / 13.462
Incident power 139.35 mW/cm2
Absorbed photon current 41.20 mA/cm2
Net current at optimum 40.21 mA/cm2
Emitted fraction of absorbed photons 2.41 %
Mean emitted energy above gap 26.8 meV
Budget, below-gap light: 34.95 %
Budget, thermalisation: 23.65 %
Budget, emission: 1.00 %
Budget, Carnot: 2.09 %
Budget, angle: 8.01 %
Budget, remainder: 0.08 %
Budget, electrical output: 30.22 %
Concentration 100: optimum 1.1638 V, gain 116.4 mV; kTc ln 100 = 119.1 mV
Full concentration: Planck 1.3181 V, Boltzmann 1.3186 V
Neglected, Bose terms: +0.6 mV
Neglected, radiative efficiency 1%: -116.1 mV
Neglected, emission into substrate, index 3.5: -65.2 mV
Neglected, absorption tail of 10 meV: -11.5 mV
Neglected, cell at 330 K, fixed gap: -34.6 mV
Neglected, gap drift -0.4 meV/K at 330 K: -10.9 mV
Neglected, atmosphere passing 75% of photons: -7.3 mV
Neglected, series resistance 0.5 ohm cm2 (terminal): -18.7 mV
Neglected, ambient light / absorbed sunlight: 6.1e-20
all assertions hold
```
